# When a Domain Wall Moves Toward Heat: Stiffness, Anisotropy and Entropy

## 1. Definitions and conventions

A magnet has magnetization $M_s\mathbf n$, with $\mathbf n$ a unit vector. The polar angle $\theta$ is measured from the easy axis $z$. A flat wall with normal $x$ separates an up domain ($\theta=0$, left) from a down domain ($\theta=\pi$, right). The azimuth $\phi$ is measured from $y$, so $\phi=0$ is a Bloch wall, whose spins turn in the wall plane. The free energy per volume is

$$w=A\left[\theta'^2+\sin^2\theta\,\phi'^2\right]+K\sin^2\theta+\kappa\sin^2\theta\sin^2\phi .$$

Here $A$ is the exchange stiffness, $K$ the effective easy-axis anisotropy and $\kappa$ the cost of turning the wall spins toward $x$. A prime on an angle means $d/dx$. Fields $B$ are in tesla, $\gamma>0$, and $\alpha$ is the Gilbert damping.

These are free-energy coefficients: fast thermal fluctuations have been averaged out, so $A$, $K$ and $M_s$ depend on $T$. A temperature profile $T(x)$ is imposed from outside, with gradient $G=dT/dx>0$, so heat lies at $+x$. Each point is assumed to have the equilibrium coefficients of its local temperature, and $T$ changes little across the wall. Pinning and magnon currents are left out at first and weighed in Section 8.

A body held at unequal temperatures does not in general minimize a total free energy. The force is therefore obtained from the local magnetic torque. The free energy that matters is the excess $\sigma$ per area due to the wall, not that of the whole magnet.

## 2. The wall at uniform temperature

With $\phi=0$, stationarity of $\int w\,dx$ gives $A\theta''=K\sin\theta\cos\theta$. Multiplying by $2\theta'$ and integrating gives $A\theta'^2=K\sin^2\theta$; the constant vanishes because both sides vanish in the domains. Hence

$$\theta'=\frac{\sin\theta}{\Delta},\qquad \Delta=\sqrt{A/K},\qquad \sin\theta=\operatorname{sech}\frac{x-X}{\Delta},$$

where $X$ is the wall position. Changing the integration variable to $\theta$,

$$\int\theta'^2dx=\int_0^\pi\frac{\sin\theta}{\Delta}d\theta=\frac2\Delta,\qquad
\int\sin^2\theta\,dx=\int_0^\pi\Delta\sin\theta\,d\theta=2\Delta .$$

The wall free energy is thus

$$\sigma=\frac{2A}{\Delta}+2K\Delta=4\sqrt{AK}.$$

Exchange and anisotropy contribute $\sigma/2$ each.

## 3. The pressure, term by term

Let $A$ and $K$ vary slowly with $x$. With $u=x-X$, the energy of a wall at $X$ is

$$E(X)=\int\left[A(X+u)\theta'^2(u)+K(X+u)\sin^2\theta(u)\right]du .$$

A shift of $X$ changes the coefficients and could also change the profile. The profile minimizes the local energy, so its change contributes nothing at first order in the gradients. What remains is

$$P=-\frac{dE}{dX}=-\frac2\Delta\frac{dA}{dx}-2\Delta\frac{dK}{dx}
=-G\left[\frac2\Delta\frac{dA}{dT}+2\Delta\frac{dK}{dT}\right].$$

Differentiating $4\sqrt{AK}$ gives $2\sqrt{K/A}\,dA+2\sqrt{A/K}\,dK$, the same two terms, so

$$P=-G\frac{d\sigma}{dT}=-\frac{G\sigma}{2}\left[\frac{d\ln A}{dT}+\frac{d\ln K}{dT}\right].$$

Equal relative losses of stiffness and anisotropy push equally hard. The pressure points toward heat if and only if $d(AK)/dT<0$; one factor may rise if the other falls faster.

## 4. From pressure to speed

The Landau-Lifshitz-Gilbert equation is $\dot{\mathbf n}=-\gamma\,\mathbf n\times\mathbf B+\alpha\,\mathbf n\times\dot{\mathbf n}$, with $\mathbf B=-(1/M_s)\,\delta F/\delta\mathbf n$. Using $\mathbf n\times\mathbf e_\theta=\mathbf e_\phi$ and $\mathbf n\times\mathbf e_\phi=-\mathbf e_\theta$, its components are

$$\dot\theta=\gamma B_\phi-\alpha\sin\theta\,\dot\phi,\qquad
\sin\theta\,\dot\phi=-\gamma B_\theta+\alpha\dot\theta,$$

with $B_\theta=-(1/M_s)\,\delta F/\delta\theta$ and $B_\phi=-(1/M_s\sin\theta)\,\delta F/\delta\phi$.

For steady motion $\dot\phi=0$ and $\dot\theta=-v\theta'$. The second equation becomes

$$\frac{\alpha M_s v}{\gamma}\theta'=\frac{\delta F}{\delta\theta}.$$

Multiply by $\theta'$ and integrate. The left side gives $2\alpha M_sv/(\gamma\Delta)$. On the right, $\partial\theta/\partial X=-\theta'$, so $\int(\delta F/\delta\theta)\theta'dx=-dF/dX=P$. Therefore

$$v=\frac{\gamma\Delta P}{2\alpha M_s}.$$

A field $B$ along $+z$ gains energy $2M_sB$ per volume turned from down to up, which is a pressure $2M_sB$. The thermal pressure thus equals that of a field $B_{\rm eq}=P/(2M_s)$, and $v=\gamma\Delta B_{\rm eq}/\alpha$.

The first equation limits this motion. For uniform $\phi$, $\delta F/\delta\phi=\kappa\sin^2\theta\sin2\phi$. Inserting $\theta'=\sin\theta/\Delta$ gives

$$\frac v\Delta=\frac{\gamma\kappa}{M_s}\sin2\phi
\quad\Rightarrow\quad B_{\rm eq}=B_W\sin2\phi,\qquad B_W=\frac{\alpha\kappa}{M_s}.$$

The tilt adds $\kappa\sin^2\phi$ to $K$ and so narrows the wall. The width cancels from $B_W$, and its change is neglected in the speed, which requires $\kappa\sin^2\phi\ll K$. Above the Walker field $B_W$ no steady tilt exists and the wall spins turn over. In a simulation of the vector equation for a uniform medium ($\gamma=A=K=1$, $M_s=2$, $\alpha=0.2$, $\kappa=0.4$), the wall spins kept their sense at $0.9B_W$ and turned over at $1.3B_W$.

The speed formula was tested in a graded medium with $A=e^{-2gx}$, $M_s=2e^{-gx}$, $g=0.004$, $\kappa=0.8$ and the same $\gamma$ and $\alpha$. For $K=e^{-3gx}$ the wall went to the hot side, and the ratio of simulated to predicted speed, extrapolated to zero cell size, was 1.001. For $K=e^{+5gx}$, which makes $AK$ rise toward heat, the wall went to the cold side, with ratio 0.999.

## 5. Why the coefficients fall on heating

**Stiffness.** In mean field, spins fluctuate independently about their local directions with mean length $m$ (1 at zero temperature). A bond energy $-J\mathbf s_i\cdot\mathbf s_j$ averages to $-Jm^2\cos\delta\simeq-Jm^2+\tfrac12Jm^2\delta^2$ for a small angle $\delta$ between neighbours. Hence $A\propto m^2$.

**Crystal anisotropy.** Let each ion have energy $-Ds_z^2$, and let $c$ be the cosine between a spin and its local mean direction. Fluctuations symmetric about that direction give

$$\langle s_z^2\rangle=\cos^2\theta\,\langle c^2\rangle+\tfrac12\sin^2\theta\,(1-\langle c^2\rangle)
=Q\cos^2\theta+\tfrac12(1-\langle c^2\rangle),$$

with $Q=\tfrac12(3\langle c^2\rangle-1)$. The angle-dependent part is $-DQ\cos^2\theta$, so $K_u\propto Q$. For a quantum spin $S$ the corresponding moment is

$$Q=\frac{\langle3S_\parallel^2-S(S+1)\rangle}{S(2S-1)},$$

where $S_\parallel$ is the component along the local mean direction.

At low temperature a small probability $p$ occupies $S_\parallel=S-1$. Then $m=1-p/S$, while $Q$ loses $3p[S^2-(S-1)^2]/[S(2S-1)]=3p/S$. Thus $Q\simeq m^3$ and, for this anisotropy alone, $\sigma\propto\sqrt{m^2m^3}=m^{5/2}$.

Near the ordering temperature a classical spin in a small reduced field $h$ has $m\simeq h/3$ and $Q\simeq h^2/15=\tfrac35m^2$, so the formula gives $\sigma\propto m^2$. This holds only while the anisotropy is small against the free energy of ordering. Very close to $T_c$ the spins shorten inside the wall, $4\sqrt{AK}$ overestimates $\sigma$, and finally the magnetization passes through zero instead of turning, with $\sigma\propto m^3$. For the lattice of Section 6 this last change comes about 0.4 % below $T_c$. In all these regimes the wall free energy falls as order is lost.

**Shape.** In a thin perpendicular film the surface charges favour in-plane magnetization. Locally, $K=K_u-K_d$ with $K_d=\tfrac12\mu_0M_s^2\propto m^2$. Writing $q=d\ln Q/d\ln m$,

$$\frac{d\sigma}{dT}=\frac\sigma2\left[2+\frac{qK_u}{K}-\frac{2K_d}{K}\right]\frac{d\ln m}{dT}.$$

The terms are stiffness, crystal anisotropy and shape. The shape term has the opposite sign to the other two, because the demagnetizing cost also weakens on heating. Shape also lowers $K$, which changes $\sigma$ and the ratio $K_u/K$, so this sign alone does not tell how the force would change if shape were absent.

**Loss of order.** Mean field gives $m=\mathcal B_S(\xi)$, with $\mathcal B_S$ the Brillouin function, $\xi=cm/T$ and $c=3ST_c/(S+1)$. The constant follows from $\mathcal B_S\simeq(S+1)\xi/(3S)$ at small $\xi$. Differentiating,

$$\frac{dm}{dT}=\mathcal B_S'\left(\frac cT\frac{dm}{dT}-\frac{cm}{T^2}\right)
\Rightarrow \frac{d\ln m}{dT}=-\frac1T\frac{f}{1-f},\quad f=\frac{c\mathcal B_S'}T .$$

In the stable ordered state $0<f<1$, so $m$ falls with temperature.

**A reversal.** Suppose instead that $K=K_2m^2-K_3m^3$, with positive $K_2,K_3$. Then $\sigma^2\propto K_2m^4-K_3m^5$, whose derivative $m^3(4K_2-5K_3m)$ is negative for $K_3m/K_2>4/5$. The easy axis survives up to $K_3m/K_2=1$. Between these values heating raises $\sigma$ and drives the wall toward cold. Close to 1 the width diverges, and the assumption of a small temperature change across the wall fails.

## 6. Where the wall entropy sits

Since $s=-d\sigma/dT$, a falling $\sigma$ means that the wall has positive excess entropy. Mean field shows where it is. Let $f_0(m,T)$ be the free energy of a site in a domain, minimal at $m_b$, and let the wall add a small energy $w_i(m)$ at site $i$. For slow variation in space the sites may be treated separately. Minimizing the sum gives

$$\delta m_i=-\frac{w_i'(m_b)}{f_0''},$$

where primes now mean $d/dm$. The resulting free-energy gain, $-w_i'^2/(2f_0'')$, is second order in $w_i$. The entropy change $S'(m_b)\,\delta m_i$ is first order.

This entropy accounts for the whole leading slope. From $f_0'(m_b,T)=0$ and $\partial f_0/\partial T=-S$ follows $dm_b/dT=S'/f_0''$. Hence

$$\frac{d\sigma}{dT}=\sum_iw_i'\frac{dm_b}{dT}=\sum_i\frac{w_i'S'}{f_0''}=-\sum_iS'\delta m_i .$$

When $\sigma$ falls on heating, the wall spins on balance feel weaker aligning fields, are slightly less ordered, and so carry more entropy.

A classical simple-cubic lattice with $D=0.01J$ tests this without assuming a rigid length: the length and angle of every layer are free. At $T=0.6T_c$ the order drops by at most 0.34 % inside the wall. The summed spin entropy is $0.1434k_B$ per site area, against $0.1433k_B$ from the slope of $4\sqrt{AK}$. The wall free energy is $0.1298J$ per site area, against $0.1302J$ from the formula.

## 7. A garnet film

Take a 6 nm perpendicular iron-garnet film at 300 K with $A=3.0$ pJ/m, $K_u=14$ kJ/m³, $M_s=80$ kA/m, $\alpha=0.02$, $T_c=550$ K and $G=2$ K/µm. These are rough values for this class of film. The material matters because it is insulating, so no conduction electrons act on the wall, and because its iron ions have $S=5/2$. Its several sublattices are replaced by one mean-field order parameter.

The shape term is $K_d=4.02$ kJ/m³, leaving $K=9.98$ kJ/m³. Then

$$\Delta=\sqrt{\frac{3.0\times10^{-12}}{9.98\times10^3}}\ \text{m}=17.3\ \text{nm},\qquad
\sigma=4\sqrt{AK}=0.692\ \text{mJ/m}^2 .$$

Mean field gives $m=0.861$, $q=2.68$ and $d\ln m/dT=-1.35\times10^{-3}$ K⁻¹. The common factor $(\sigma/2)\,d\ln m/dT$ is $-0.468$ µJ/(m² K). The three contributions to $d\sigma/dT$, in µJ/(m² K), are:

- stiffness: $-0.468\times2=-0.94$;
- crystal anisotropy: $-0.468\times(2.68\times14/9.98)=-1.76$;
- shape: $+0.468\times(2\times4.02/9.98)=+0.38$.

Their sum is $-2.32$. Crystal anisotropy gives the largest push, stiffness about half as much, and shape takes back about a seventh of the two together. Then

$$P=2.315\times10^{-6}\times2\times10^6=4.63\ \text{Pa},\qquad
B_{\rm eq}=\frac{4.63}{2\times8\times10^4}\ \text{T}=28.9\ \text{µT},$$

$$v=\frac{1.761\times10^{11}\times17.34\times10^{-9}\times28.9\times10^{-6}}{0.02}
\simeq4.4\ \text{m/s toward heat}.$$

The temperature changes by 0.035 K over $\Delta$, so the slow-gradient assumption holds well.

## 8. Weighing what was left out

**Pinning.** For a rough threshold of 100 µT, $B_{\rm eq}$ is too small by a factor of 3.5. Depinning by the thermal pressure alone would need 6.9 K/µm. At 2 K/µm such a film would hold its wall, apart from thermally activated creep. The speed of 4.4 m/s belongs to a defect-free film whose wall keeps a steady tilt.

**Walker breakdown.** Magnetization along $x$ varying with wavenumber $k$ has volume charges. In an unbounded medium these would give the demagnetizing factor 1. In a film filling $|z|<t/2$, the potential must join smoothly to one that decays as $e^{-k|z|}$ outside, which multiplies the inner potential by $1-e^{-kt/2}\cosh kz$. The average of this over the thickness is the demagnetizing factor $1-g$, with $g=(1-e^{-kt})/(kt)$. The Fourier transform of $\operatorname{sech}(x/\Delta)$ is $\pi\Delta\operatorname{sech}(\pi k\Delta/2)$. Dividing the energy by $\int\sin^2\theta\,dx=2\Delta$,

$$\kappa=K_dN,\qquad N=\frac{1}{2\Delta}\int_0^\infty\frac{dk}{\pi}\,\pi^2\Delta^2\operatorname{sech}^2\!\frac{\pi k\Delta}2\,(1-g).$$

For $t\ll\Delta$, $1-g\simeq kt/2$ and $\int_0^\infty y\operatorname{sech}^2y\,dy=\ln2$ give $N\simeq t\ln2/(\pi\Delta)=0.076$; the full integral gives 0.070. Hence $\kappa=282$ J/m³ and $B_W=0.02\times282/(8\times10^4)\ \text{T}=71$ µT. Without thermal motion of the wall, the example is below breakdown, which would come at 4.9 K/µm. That is less than the depinning gradient, so in this model a wall freed at 6.9 K/µm would not follow the steady formula. The comparison assumes no interfacial Dzyaloshinskii-Moriya energy. Such an energy $D_i$ adds $-\pi D_i\sin\phi$ to the wall energy $2\Delta\kappa\sin^2\phi$, where $2\Delta\kappa\simeq10$ µJ/m². Breakdown is set by the largest slope of this sum in $\phi$, and $D_i=2$ µJ/m² raises $B_W$ to about 104 µT and the breakdown gradient to about 7.2 K/µm. Values of order 1 µJ/m² are reported for garnet films this thin, so the order of breakdown and depinning can differ in a real film.

Lower damping raises the steady speed as $1/\alpha$ but lowers $B_W$ as $\alpha$. With all else fixed, this gradient exceeds breakdown for $\alpha<0.02\times28.9/70.6\simeq0.008$. The greatest steady speed, $\gamma\Delta\kappa/M_s\simeq11$ m/s, does not depend on $\alpha$.

**Non-local stray field.** For perpendicular magnetization of wavenumber $k$, the fields of the two charged faces add up to a local demagnetizing factor $e^{-kt/2}\cosh kz$, whose average over the thickness is $g$, whereas the local shape term uses 1. The transform of $\tanh(x/\Delta)$ has magnitude $\pi\Delta/\sinh(\pi k\Delta/2)$, so the correction is

$$\delta\sigma=-\frac{K_d}\pi\int_{1/L}^{\infty}\frac{\pi^2\Delta^2}{\sinh^2(\pi k\Delta/2)}(1-g)\,dk .$$

At small $k$ the integrand tends to $2t/k$, so the result depends logarithmically on the cutoff length $L$. For $L=10$ µm it lowers $\sigma$ by 13.5 % and the force by 11 %. This is an estimate for the unchanged profile in a wide film, with the wall far from film ends and other walls. An end at distance $d$ pushes the wall away like a field $\mu_0M_st/(2\pi d)$, which is 9.6 µT at 10 µm. In a strip 1 µm wide this push falls off much faster.

**Brownian motion.** A rigid wall in a strip 1 µm wide has area $a=6\times10^{-15}$ m². Its mobility per unit force is $v/(Pa)$, so the Einstein relation gives a diffusion constant $k_BTv/(Pa)=6.6\times10^{-7}$ m²/s. A drift of 10 µm takes 2.3 µs, during which the position spreads by $\sqrt{2\times6.6\times10^{-7}\times2.3\times10^{-6}}\ \text{m}\simeq1.7$ µm. As long as the wall keeps a steady tilt, the spread grows as the inverse square root of the strip width; this scaling does not hold once the wall spins turn over thermally, as discussed next.

The rigid picture has a limit. A line through the film thickness at which the wall spins reverse costs about $8\Delta t\sqrt{A\kappa}=2.4\times10^{-20}$ J, or roughly $6k_BT$, if the charges due to the spin component along the wall are neglected. Thermal motion can therefore turn the wall spins over even below $B_W$. With a mean turning rate $\langle\dot\phi\rangle$, the equation that fixed $v$ becomes $\alpha\langle v\rangle/\Delta=\gamma B_{\rm eq}-\langle\dot\phi\rangle$. The drive favours positive $\langle\dot\phi\rangle$, so turning lowers the mean speed, in this strip possibly to well below 4.4 m/s. The drift and spread given here are estimates for a wall that keeps a steady tilt.

**Changing temperature.** Along those 10 µm the wall warms by 20 K. At 320 K the formula gives 4.8 m/s, about 8 % more than at 300 K, with $\alpha$ held fixed.

**Magnon current.** Without an energy gap, small oscillations have $\omega=bk^2$ with $b=2\gamma A/M_s$. For a lifetime $1/(2\alpha\omega)$ and $\langle v_x^2\rangle=4b^2k^2/3$, the number flux from hot to cold is

$$j=G\int\frac{d^3k}{(2\pi)^3}\frac{4b^2k^2}{3}\frac{1}{2\alpha bk^2}\frac{\partial n}{\partial T}
=\frac{2bG}{3\alpha}\frac{\partial\rho}{\partial T}=\frac{b\rho G}{\alpha T},$$

where $n$ is the Bose occupation and the magnon density $\rho\propto T^{3/2}$. A magnon that crosses the wall without reflection reverses its spin and transfers $2\hbar$. A wall moving at $u$ changes the angular momentum per area at the rate $2M_su/\gamma$. Balance gives $u=\gamma\hbar j/M_s=0.31$ m/s toward the hot source, 7 % of $v$.

This is a rough scale taken from an unbounded medium, not an addition to the steady speed. In a 6 nm film the quantized thickness modes give more weight to long-lived low-frequency magnons and raise it by a factor of order one. Such adiabatic transfer adds $-u\,\partial\mathbf n/\partial x$ to $\dot{\mathbf n}$. For uniform $\phi$ this adds $-u\theta'$ to the first component equation of Section 4 and nothing to the second. The tilt equation becomes $(v-u)/\Delta=(\gamma\kappa/M_s)\sin2\phi$, while the equation that fixed $v$ is unchanged. Below breakdown it alters the tilt. Longer magnon lifetimes, reflection or non-adiabatic torques could make the magnon contribution larger.

**Real films.** Damping, anisotropy and pinning vary widely between garnet films. Pure yttrium iron garnet can have damping far below 0.02, which would put this example beyond breakdown if the other values were kept. Strain can supply much of the perpendicular anisotropy, and its temperature dependence need not follow $Q$. If $K_u$ were constant near 300 K, the three contributions would become $-0.94$, $0$ and $+0.38$: the force would fall to about a quarter of its value but still point toward heat. The shape term follows the net magnetization, which in a ferrimagnet can fall faster than the order of each sublattice. For $d\ln M_s/dT\simeq-2.2\times10^{-3}$ K⁻¹, near the value for yttrium iron garnet at 300 K, it would be $+0.6$ instead of $+0.38$, and with constant $K_u$ only about a seventh of the force would remain. Two omissions weigh heavily on the predicted speed. Pinning can reduce 4.4 m/s to almost zero, and thermal turning of the wall spins can lower it considerably even in a film without defects. The numerical output below lists the film's inputs and main results.

## Table of computed values

```
Mean-field lattice, J=1, ion anisotropy 0.01 J
 T/Tc=0.3: lattice 0.20985 J, formula 0.21019 J
 T/Tc=0.6: lattice 0.12981 J, formula 0.13023 J
 T/Tc=0.8: lattice 0.06887 J, formula 0.06932 J
 T/Tc=0.6: wall entropy from spins 0.14339 kB
 minus slope: lattice 0.14339 kB
 minus slope: formula 0.14329 kB
 largest loss of order inside wall 0.335 %
Spin dynamics; hot side is +x; reduced units
 K~m^3, cell 0.3: speed +0.04848, formula +0.04924
 K~m^3, cell 0.2: speed +0.04892, formula +0.04923
 K~m^3, cell to 0: speed/formula 1.0010
 K~m^-5, cell 0.3: speed -0.02930, formula -0.03028
 K~m^-5, cell 0.2: speed -0.02984, formula -0.03028
 K~m^-5, cell to 0: speed/formula 0.9994
 field/Walker field=0.9: wall spin turns over: False
 field/Walker field=1.3: wall spin turns over: True
 opposed anisotropies: force reverses at K3*m/K2=0.800
Garnet film, rough inputs at 300.0 K; Tc 550.0 K; spin 2.5
 A 3.0 pJ/m; Ku 14.0 kJ/m3; Ms 80 kA/m
 damping 0.02; thickness 6 nm
 gradient 2.0 K/um; strip 1 um wide
 gyromagnetic ratio 1.7609e+11 rad/(s T)
 m 0.8614; quadrupole moment 0.6540
 dln(m)/dT -1.3510 per 1000 K
 Ku local power of m 2.678; cold limit 3.000
 shape term 4.021 kJ/m3; K 9.979 kJ/m3
 wall width parameter 17.34 nm
 sigma 0.6921 mJ/m2
 slope from stiffness -0.935 uJ/(m2 K)
 slope from anisotropy -1.380 uJ/(m2 K)
 total slope -2.315 uJ/(m2 K)
 pressure toward heat 4.630 Pa
 equivalent field 28.94 uT
 wall speed toward heat 4.417 m/s
Neglected effects
 temperature change over wall width 0.0347 K
 wall demagnetizing factor 0.0702
 hard-axis energy 282.5 J/m3
 Walker field 70.62 uT
 gradient at breakdown 4.88 K/um
 rough pinning field 100 uT
 gradient to beat pinning 6.91 K/um
 stray-field change of sigma -13.5 %
 stray-field change of force -11.3 %
 Brownian spread 1.73 um over 10 um
 speed at 320 K 4.792 m/s
 magnon transfer velocity scale 0.307 m/s
```
